# Locally Projected SCF Equations for Absolutely Localized Molecular Orbitals

An interaction energy computed in atom-centred Gaussians forces a choice. In an ordinary SCF calculation on the complex, each monomer's orbitals may use the partner's functions, which lowers the complex relative to monomers computed in their own bases. One can estimate this basis set superposition error afterwards by the counterpoise recipe, or forbid it by expanding each occupied orbital in the functions of one fragment. Such absolutely localized molecular orbitals (ALMOs) need no ghost calculations, but the same constraint freezes the Mulliken electron count of every fragment. The decision depends on which equations the constraint produces and on what the lost energy contains.

## Conventions and the energy

The treatment is closed-shell Hartree–Fock with real functions, in atomic units. The $N$ basis functions have overlap matrix $S$, assumed positive definite, and are divided into disjoint sets $x$ of size $N_x$. Fragment $x$ is assigned $O_x$ doubly occupied orbitals, $O=\sum_xO_x$, with an $N_x\times O_x$ coefficient matrix $T_x$ of full column rank. The $N\times N_x$ matrix $R_x$ of zeros and ones embeds fragment vectors in the whole basis, $T^{(x)}=R_xT_x$, and $T=[T^{(1)},T^{(2)},\dots]$ is block diagonal. A subscript $xx$ selects the rows and columns (functions or orbitals) of fragment $x$.

Orbitals on different fragments overlap, with $\sigma=T^{\mathsf T}ST$. This matrix is positive definite, since $a^{\mathsf T}\sigma a=(Ta)^{\mathsf T}S(Ta)>0$ for $a\ne0$. Orthogonality between fragments is not imposed.

Replacing $T$ by $TU$ with invertible $U$ multiplies the Slater determinant by $(\det U)^2$, one factor per spin, which cancels in the energy expectation value. The choice $U=\sigma^{-1/2}$ gives orthonormal orbitals $C=T\sigma^{-1/2}$ and the density matrix per spin
$$P=CC^{\mathsf T}=T\sigma^{-1}T^{\mathsf T}.$$
It obeys $PST=T\sigma^{-1}\sigma=T$, hence $PSP=P$, and it is invariant under $T\to TU$ because $U(U^{\mathsf T}\sigma U)^{-1}U^{\mathsf T}=\sigma^{-1}$. Block-diagonal $U$ preserves the form of $T$ and is the gauge freedom of the problem. With core Hamiltonian $h$ and
$$V[P]_{\mu\nu}=\sum_{\lambda\kappa}P_{\lambda\kappa}\,[\,2(\mu\nu|\lambda\kappa)-(\mu\kappa|\lambda\nu)\,],\qquad F=h+V[P],$$
the energy is
$$E=2\,\mathrm{Tr}\,Ph+\mathrm{Tr}\,PV[P]+E_{\rm nuc}=\mathrm{Tr}\,P(h+F)+E_{\rm nuc}.$$

## The constrained gradient

The permutational symmetry of real integrals gives $\mathrm{Tr}\,XV[Z]=\mathrm{Tr}\,ZV[X]$ for symmetric $X,Z$. The quadratic term therefore varies by $2\,\mathrm{Tr}\,V[P]\,dP$, and
$$dE=2\,\mathrm{Tr}\,F\,dP.$$
Differentiating $\sigma\sigma^{-1}=1$ gives $d\sigma^{-1}=-\sigma^{-1}d\sigma\,\sigma^{-1}$, with $d\sigma=dT^{\mathsf T}ST+T^{\mathsf T}S\,dT$. Then
$$dP=dT\sigma^{-1}T^{\mathsf T}+T\sigma^{-1}dT^{\mathsf T}-T\sigma^{-1}dT^{\mathsf T}\,ST\sigma^{-1}T^{\mathsf T}-T\sigma^{-1}T^{\mathsf T}S\,dT\sigma^{-1}T^{\mathsf T}.$$
The first and fourth terms combine to $(1-PS)\,dT\,\bar T^{\mathsf T}$, and the second and third to its transpose, where
$$\bar T=T\sigma^{-1},\qquad \bar T^{\mathsf T}ST=1,\qquad \bar T^{\mathsf T}S\bar T=\sigma^{-1}$$
defines the contravariant orbitals. Since $F$ is symmetric the two pieces contribute equally:
$$dE=4\,\mathrm{Tr}\,[\,dT^{\mathsf T}(1-SP)F\bar T\,].\tag{1}$$
Allowed variations are $dT^{(x)}=R_xdT_x$, so $dE=4\sum_x\mathrm{Tr}\,dT_x^{\mathsf T}G_x$ with
$$G_x=R_x^{\mathsf T}(1-SP)F\bar T_x,\tag{2}$$
where $\bar T_x$ is the $N\times O_x$ group of columns of $\bar T$ that belongs to $x$. The entries of $dT_x$ are independent, so the energy is stationary if and only if $G_x=0$ for every $x$. Unconstrained SCF requires all blocks of $(1-SP)F\bar T$ to vanish. Here the off-diagonal blocks are left free, and they are the force that would mix in the partner's functions. The orbital that enters (2) is the contravariant one, which through $\sigma^{-1}$ has coefficients on other fragments.

From $T^{\mathsf T}SP=T^{\mathsf T}$ follows $T^{\mathsf T}(1-SP)=0$, and therefore, for any $T$,
$$T_x^{\mathsf T}G_x=0.\tag{3}$$
Equation (2) thus holds $(N_x-O_x)O_x$ conditions, one for each gauge-independent parameter.

## Projectors

Let $T_{\bar x}$ collect the columns of $T$ from all other fragments, and let
$$P_{\bar x}=T_{\bar x}(T_{\bar x}^{\mathsf T}ST_{\bar x})^{-1}T_{\bar x}^{\mathsf T},\qquad Q=1-P_{\bar x}S.$$
As for $P$, one has $P_{\bar x}ST_{\bar x}=T_{\bar x}$, so $QT_{\bar x}=0$ and $Q^2=Q$. The product $SQ=S-SP_{\bar x}S$ is symmetric, so $SQ=Q^{\mathsf T}S$ and $Q^{\mathsf T}SQ=SQ^2=SQ$. Define
$$Y=QT^{(x)},\qquad \tilde S^x=(Q^{\mathsf T}SQ)_{xx},\qquad \tilde\sigma=T_x^{\mathsf T}\tilde S^xT_x=Y^{\mathsf T}SY.$$
The metric $\tilde S^x$ is positive definite: $c^{\mathsf T}\tilde S^xc$ is the squared norm of $QR_xc$, which vanishes if and only if $R_xc=P_{\bar x}SR_xc$. The left side has coefficients on $x$ alone and the right side has none there, so $c=0$.

The columns of $Y=T^{(x)}-T_{\bar x}(T_{\bar x}^{\mathsf T}ST_{\bar x})^{-1}T_{\bar x}^{\mathsf T}ST^{(x)}$ lie in the column space of $T$. They satisfy $Y^{\mathsf T}ST_{\bar x}=T^{(x)\mathsf T}SQT_{\bar x}=0$ and $Y^{\mathsf T}ST^{(x)}=T^{(x)\mathsf T}SQT^{(x)}=\tilde\sigma$. A matrix $Ta$ is fixed by its overlap $a^{\mathsf T}\sigma$ with $T$, and $Y\tilde\sigma^{-1}$ has the same overlap as $\bar T_x$, namely the unit matrix on $x$ and zero elsewhere. Hence
$$\bar T_x=Y\tilde\sigma^{-1},\qquad (\sigma^{-1})_{xx}=\bar T_x^{\mathsf T}S\bar T_x=\tilde\sigma^{-1}.\tag{4}$$
The contravariant orbitals of $x$ span the ALMOs of $x$ after orthogonalisation to all other occupied orbitals. The set $[Y,T_{\bar x}]$ equals $[T^{(x)},T_{\bar x}]U$ with $U$ block triangular and unit diagonal, so it gives the same $P$, and its overlap matrix is block diagonal. Therefore
$$P=P_{\bar x}+Y\tilde\sigma^{-1}Y^{\mathsf T}=P_{\bar x}+\bar T_xY^{\mathsf T},\qquad Q=1-PS+\bar T_xY^{\mathsf T}S.\tag{5}$$
An implementation obtains $Q$ from one inversion of $\sigma$ and one small inversion $\tilde\sigma=[(\sigma^{-1})_{xx}]^{-1}$, with $Y=\bar T_x\tilde\sigma$.

## Eigenvalue forms

Two eigenvalue forms come from one construction. For an $N\times O_x$ matrix $W$ with invertible $\Lambda=W^{\mathsf T}ST^{(x)}$, let
$$M=1-PS+\bar T_xW^{\mathsf T}S.$$
Since $(1-PS)T^{(x)}=0$, one has $MT^{(x)}=\bar T_x\Lambda$. Multiplying by $F$, by $M^{\mathsf T}=1-SP+SW\bar T_x^{\mathsf T}$ and by $R_x^{\mathsf T}$ gives
$$(M^{\mathsf T}FM)_{xx}T_x=G_x\Lambda+R_x^{\mathsf T}SW\,\bar f_x\Lambda,\qquad \bar f_x=\bar T_x^{\mathsf T}F\bar T_x.\tag{6}$$
This is an eigenvalue equation plus a residual whenever $R_x^{\mathsf T}SW$ equals a symmetric positive definite matrix times $T_x$.

The Stoll form takes $W=T^{(x)}$. Then $\Lambda=\sigma_{xx}$ and $R_x^{\mathsf T}SW=S_{xx}T_x$, so with $F^x=(M^{\mathsf T}FM)_{xx}$,
$$F^xT_x-S_{xx}T_x\,\varepsilon=G_x\sigma_{xx},\qquad \varepsilon=\bar f_x\sigma_{xx}.\tag{7}$$
The Gianinetti form takes $W=Y$. By (5) $M=Q$, by the overlap above $\Lambda=\tilde\sigma$, and $R_x^{\mathsf T}SY=(SQ)_{xx}T_x=\tilde S^xT_x$. With $\tilde F^x=(Q^{\mathsf T}FQ)_{xx}$,
$$\tilde F^xT_x-\tilde S^xT_x\,\tilde\varepsilon=G_x\tilde\sigma,\qquad \tilde\varepsilon=\bar f_x\tilde\sigma.\tag{8}$$
Equation (8) is the Roothaan–Hall problem in the projected functions $QR_x$, those of fragment $x$ with the partners' occupied space removed.

If $G_x=0$, then (7) reads $F^xT_x=S_{xx}T_x\varepsilon$. Conversely, suppose $F^xT_x=S_{xx}T_xe$ for some matrix $e$. Subtracting (7) gives $S_{xx}T_x(e-\varepsilon)=G_x\sigma_{xx}$. Multiplying by $T_x^{\mathsf T}$ and using (3) gives $\sigma_{xx}(e-\varepsilon)=0$, so $e=\varepsilon$ and $G_x=0$. The same lines with $\tilde S^x$ and $\tilde\sigma$ treat (8). The locally projected SCF equations are therefore
$$F^xT_x=S_{xx}T_x\varepsilon\quad\Longleftrightarrow\quad G_x=0\quad\Longleftrightarrow\quad\tilde F^xT_x=\tilde S^xT_x\tilde\varepsilon ,$$
for all $x$ at once. Under $T_x\to T_xU_x$ one has $\bar T_x\to\bar T_xU_x^{-\mathsf T}$ and $W\to WU_x$, so $M$ is gauge invariant. The gauge can then set $\Lambda=1$, which makes the multiplier matrix equal to the symmetric $\bar f_x$, and a further orthogonal $U_x$ diagonalises it. Each form is a generalised symmetric eigenproblem of size $N_x$.

These equations express stationarity. Occupying the lowest $O_x$ roots is a rule added to them, and whether the solution is a minimum has to be checked separately.

Two limits test an implementation. With a single fragment $\bar TT^{\mathsf T}=P$ and $P_{\bar x}=0$, so $M=1$ in both forms and the Roothaan–Hall equations return. If $S$ is block diagonal, so are $\sigma$ and $P$. Then $\bar T_x=T^{(x)}\sigma_{xx}^{-1}$, both choices give $MR_x=R_x$, and each fragment diagonalises $F_{xx}$, relaxing in the mean field of the others.

The two forms share their solutions $P$ and $E$ but not their eigenvalues. In the gauge $\sigma_{xx}=1$ the Stoll values are the eigenvalues of $\bar f_x$. The Gianinetti values are those of $\bar f_x\tilde\sigma$, equivalently, by (4), the roots of $\bar f_xc=\tilde\epsilon\,(\sigma^{-1})_{xx}c$, which are the eigenvalues of $F$ in the orthonormalised span of $\bar T_x$. For two fragments with $\sigma_{AA}=\sigma_{BB}=1$ and $\sigma_{AB}=s$, one has $P_{\bar A}=T^{(B)}T^{(B)\mathsf T}$ and $\tilde\sigma=1-ss^{\mathsf T}$. With $s_1$ the largest singular value of $s$, the ratio $\theta=c^{\mathsf T}\tilde\sigma^{-1}c/c^{\mathsf T}c$ lies between $1$ and $1/(1-s_1^2)$. The Gianinetti Rayleigh quotient is the Stoll one divided by $\theta$. If $\bar f_x$ is negative definite, the min–max characterisation carries this inequality to each ordered root:
$$1\le\epsilon_k/\tilde\epsilon_k\le 1/(1-s_1^2).\tag{9}$$
The energy must not be assembled from eigenvalue sums. Writing $P=\bar T\sigma\bar T^{\mathsf T}$,
$$\mathrm{Tr}\,PF=\sum_x\mathrm{Tr}\,\varepsilon^{(x)}+\sum_{x\ne y}\mathrm{Tr}\,\bar T_x^{\mathsf T}F\bar T_y\,\sigma_{yx},$$
so the Stoll sum lacks the interfragment terms, and the Gianinetti sum $\sum_x\mathrm{Tr}\,\bar f_x\tilde\sigma$ has in addition $\tilde\sigma$ in place of $\sigma_{xx}$.

## Iteration

A cycle builds $\sigma^{-1}$, $P$, $F$ and $E$ from the current $T$, forms the columns $MR_x$ for each fragment, and solves the fragment eigenproblems. Isolated-monomer orbitals are the starting point. Since $G_x\to G_xU_x^{-\mathsf T}$, the gradient itself depends on the gauge, while the matrix
$$e_x=G_xT_x^{\mathsf T}S_{xx}-S_{xx}T_xG_x^{\mathsf T}$$
does not. By (3), $e_xT_x=G_x\sigma_{xx}$, so $e_x=0$ if and only if $G_x=0$. The concatenated $e_x$ serve as the DIIS error, with one set of coefficients for all fragments. In the Gianinetti form the metric changes from cycle to cycle and is extrapolated with the same coefficients as $\tilde F^x$. The Stoll metric is fixed.

Positive definiteness of $S$ is sufficient for all of this; it was used to make $\sigma$, $S_{xx}$ and $\tilde S^x$ positive definite. As fragment bases approach mutual linear dependence, $\sigma$ or $\tilde S^x$ can approach singularity. Removing dependences by orthogonalising the whole basis mixes functions of different fragments and so changes the partition that defines the method.

## What the constraint excludes

**Superposition error.** Let a set $y$ of functions carry no electrons, $O_y=0$. Then $T$ has no column for $y$ and its rows for $y$ are zero. The matrices $\sigma$ and $P$ involve no function of $y$, so $E$ is the same function of the remaining blocks as if $y$ were absent. The ALMO energy of a monomer among the partner's ghost functions equals its own-basis energy, and the counterpoise correction of the method is zero. In the complex, $E$ depends on a partner's basis through that partner's occupied orbitals alone, because $E$ is a function of $T$ and fragment $y$ enters $T$ through $T^{(y)}$.

**Charge transfer.** The Mulliken population of $x$ is $N_x^{\rm M}=2\sum_{\mu\in x}(PS)_{\mu\mu}=2\sum_{\mu\in x}\sum_iT_{\mu i}(\bar T^{\mathsf T}S)_{i\mu}$. For $\mu\in x$ the coefficient $T_{\mu i}$ vanishes unless $i\in x$, which restricts the sum over $i$. For $i\in x$ it vanishes unless $\mu\in x$, which lets the sum over $\mu$ run over the whole basis:
$$N_x^{\rm M}=2\sum_{i\in x}(\bar T^{\mathsf T}ST)_{ii}=2O_x.\tag{10}$$
This holds for every block-diagonal $T$, converged or not. The proof needs the factor $T$ to stand directly at the index $\mu$. In the Löwdin population $2\sum_{\mu\in x}(S^{1/2}PS^{1/2})_{\mu\mu}$ that factor is $S^{1/2}T$, which is not block diagonal, and the argument fails. The density matrix also keeps interfragment blocks, $P_{xy}=T_x(\sigma^{-1})_{xy}T_y^{\mathsf T}$. Charge transfer is excluded in the Mulliken sense.

**Energy bookkeeping.** Let $E_{\rm frz}$ be the energy of $T$ built from isolated-monomer orbitals. That $T$ is one block-diagonal matrix, and block-diagonal matrices are a subset of all matrices, so $E_{\rm frz}\ge E_{\rm ALMO}\ge E_{\rm SCF}$ provided the last two are global minima over their sets. With own-basis monomer energies $E_x$ and dimer-basis SCF monomer energies $E_x'$, all at the geometry of the complex, define
$$\Delta E_{\rm frz}=E_{\rm frz}-\textstyle\sum_xE_x,\qquad \Delta E_{\rm pol}=E_{\rm ALMO}-E_{\rm frz},\qquad \delta=\textstyle\sum_x(E_x'-E_x),$$
$$\Delta E_{\rm CT}=E_{\rm SCF}-E_{\rm ALMO}-\delta .$$
Then $\Delta E_{\rm ALMO}=\Delta E_{\rm frz}+\Delta E_{\rm pol}$, and the counterpoise interaction energy is $\Delta E_{\rm CP}=E_{\rm SCF}-\sum_xE_x'=\Delta E_{\rm ALMO}+\Delta E_{\rm CT}$. Variation gives $\Delta E_{\rm pol}\le0$, $\delta\le0$ and a gap $E_{\rm SCF}-E_{\rm ALMO}\le0$. It does not give the sign of $\Delta E_{\rm CT}$, a difference of two non-positive numbers from different systems. The whole gap arises from freeing the off-diagonal blocks of $T$ in the complex, while $\delta$ is measured by freeing such blocks in separate monomer calculations. Subtracting the one from the other is a convention.

The gap depends on the partition. Moving functions from an empty set to fragment $x$ enlarges the ALMO space and leaves the SCF space unchanged, so it cannot widen the gap. If each fragment basis could represent $O_x$ functions that together span the SCF occupied space, the gap would vanish. Separately complete fragment bases meet that condition, and they also make $S$ singular. In that limit the method excludes nothing.

## Worked example

The system is a water dimer at RHF/cc-pVDZ in an unoptimised model geometry: $r_{\rm OH}=0.96$ Å, angle HOH $=104.5^\circ$, $R_{\rm OO}=2.90$ Å, a linear hydrogen bond, and the acceptor's bisector tilted $60^\circ$ from the O–O axis. The bisector lies in the donor's plane and points to the side opposite the donor's free hydrogen, and the acceptor's two hydrogens lie symmetrically above and below that plane. A is the proton donor and B the acceptor, each with 24 functions and 5 occupied orbitals.

The numerical check confirms (1), (7) and (8) against finite differences of the energy at a random block-diagonal $T$, and the first equalities of (4) and (5), $\bar T_x=Y\tilde\sigma^{-1}$ and $P=P_{\bar x}+Y\tilde\sigma^{-1}Y^{\mathsf T}$, at the same point. For a random direction the slope is $2.53298628\,E_h$ by both routes. Both iterations converge in 11 cycles to a largest error element below $10^{-8}$, and they and a direct L-BFGS minimisation give $E_{\rm ALMO}=-152.05807746\,E_h$. At the solution, in the gauge $\sigma_{xx}=1$, the slope per unit norm of $dT$ is tested to be below $10^{-6}\,E_h$ along a random in-block direction, and is $0.162\,E_h$ along the off-block gradient, a value that refers to the basis functions as supplied and changes under a non-orthogonal transformation within a fragment.

Each monomer has $E_x=-76.02665366\,E_h$, so $\sum_xE_x=-152.05330732\,E_h$. Among B's ghost functions, the constrained iteration for monomer A, started from distorted orbitals, returns $-76.02665366\,E_h$, while unconstrained SCF gives $-76.02708513\,E_h$. In $E_h$,
$$\Delta E_{\rm frz}=-152.05677884+152.05330732=-0.0034715,$$
$$\Delta E_{\rm pol}=-152.05807746+152.05677884=-0.0012986,$$
$$E_{\rm SCF}-E_{\rm ALMO}=-152.06239185+152.05807746=-0.0043144,$$
$$\delta=-76.02708513-76.02971807+152.05330732=-0.0034959.$$
Hence $\Delta E_{\rm ALMO}=-3.472-1.299=-4.77\,mE_h$ ($-12.5$ kJ/mol), $\Delta E_{\rm CT}=-4.314+3.496=-0.82\,mE_h$ ($-2.1$ kJ/mol) and $\Delta E_{\rm CP}=-5.59\,mE_h$ ($-14.7$ kJ/mol), against an uncorrected SCF value of $-9.08\,mE_h$ ($-23.9$ kJ/mol). By the counterpoise convention $3.496/4.314=81\%$ of the gap is superposition error, and the ALMO binding falls short of the counterpoise binding by $0.819/5.589=15\%$ of the latter.

The overlap has $s_1=0.0802$, and the smallest eigenvalue of $\sigma$ is $0.9198=1-s_1$. This follows because a singular pair $sv=s_1u$, $s^{\mathsf T}u=s_1v$ makes $(u,-v)$ an eigenvector with eigenvalue $1-s_1$. All occupied roots are negative, so (9) applies and bounds the eigenvalue ratios by $1/(1-0.0802^2)=1.0065$. The third root on A gives $0.67090/0.66813=1.0041$ and the highest root on B gives $0.52422/0.52231=1.0037$. The sums are $-47.2874\,E_h$ (Stoll) and $-47.2783\,E_h$ (Gianinetti), while $\mathrm{Tr}\,PF=-47.2851\,E_h$. The Stoll sum misses $\mathrm{Tr}\,PF$ by $2.3\,mE_h$, about half of $|\Delta E_{\rm ALMO}|$. That is the error in $E$ if the sum replaces $\mathrm{Tr}\,PF$ in $\mathrm{Tr}\,P(h+F)$, and it doubles if the sum is used in $2\,\mathrm{Tr}\,PF-\mathrm{Tr}\,PV$.

The Mulliken charge of A is zero within the tested $10^{-9}\,e$ for ALMOs and $-0.044\,e$ for full SCF. In the normalised contracted functions as supplied, the Löwdin charge is $-0.034\,e$ for ALMOs, more than half of the SCF value $-0.061\,e$, and the largest element of $P_{AB}$ is $0.021$ in magnitude. These numbers depend on how the functions inside each fragment are represented, whereas $E$ and the Mulliken fragment charges are unchanged by any invertible transformation within a fragment.

To expose the role of the partition, the five cc-pVDZ functions of a hydrogen atom are placed at the midpoint of the H···O contact, $1.93$ Å from the donor oxygen. They lower $E_{\rm SCF}$ by $2.85\,mE_h$ whoever owns them. Given to no fragment, they leave $E_{\rm ALMO}$ unchanged and the gap becomes $-4.31-2.85=-7.16\,mE_h$. Given to A they lower $E_{\rm ALMO}$ by $0.59\,mE_h$ and the gap is $-6.57\,mE_h$. Given to B they lower it by $4.24\,mE_h$, more than they lower the full SCF energy, and the gap is $-2.92\,mE_h$. One total basis thus yields gaps that differ by more than a factor of two. Most of this spread is improvement of the owner's basis, not of the interaction: the same functions lower isolated monomer A by $0.64\,mE_h$ and isolated monomer B by $4.58\,mE_h$. With each $E_x$ taken in the functions assigned to $x$, the three partitions (none, A, B) give $\Delta E_{\rm ALMO}=-4.77$, $-4.72$, $-4.43\,mE_h$ and $\Delta E_{\rm CT}=-0.60$, $-0.65$, $-0.94\,mE_h$.

The decomposition in three bases, in $mE_h$:

| basis | $\Delta E_{\rm ALMO}$ | gap | $\delta$ | $\Delta E_{\rm CT}$ | $\Delta E_{\rm CP}$ |
|-|-|-|-|-|-|
| 6-31G | −8.61 | −3.13 | −1.75 | −1.38 | −9.99 |
| cc-pVDZ | −4.77 | −4.31 | −3.50 | −0.82 | −5.59 |
| aug-cc-pVDZ | −3.85 | −1.97 | −0.41 | −1.56 | −5.41 |

Neither the gap nor $\Delta E_{\rm CT}$ is monotonic in this series. Adding diffuse functions to cc-pVDZ narrows the gap by more than half, yet $\delta$ shrinks by more than the gap does, and $|\Delta E_{\rm CT}|$ nearly doubles. In aug-cc-pVDZ the superposition error is $0.406/1.967=21\%$ of the gap, and the ALMO binding falls short by $1.560/5.413=29\%$ of the counterpoise value. Measured against $\Delta E_{\rm CP}$ in the same basis, for this hydrogen bond at the Hartree–Fock level, the constrained energy is closer than uncorrected SCF in cc-pVDZ (off by $0.82$ against $3.50\,mE_h$) and farther in aug-cc-pVDZ ($1.56$ against $0.41\,mE_h$). These values are not converged in the basis. In aug-cc-pVTZ (density-fitted integrals) $\Delta E_{\rm ALMO}$, the gap, $\delta$ and $\Delta E_{\rm CP}$ are $-3.93$, $-1.57$, $-0.13$ and $-5.38\,mE_h$, and $|\Delta E_{\rm CT}|$ is about $0.1\,mE_h$ smaller than in aug-cc-pVDZ. The superposition share of the gap then falls to 8%, while the ALMO binding still falls short by 27%.

## Computed values

```
geometry: r(OH)=0.96 A, HOH=104.5 deg, R(OO)=2.90 A, tilt=60.0 deg
RHF/cc-pVDZ: AOs A=24 B=24, occupied A=5 B=5
1 Eh = 2625.4996 kJ/mol
random T slope: finite diff 2.53298628 Eh, formula 2.53298628 Eh
E(A) own basis: -76.02665366 Eh
E(B) own basis: -76.02665366 Eh
E(A) dimer basis, SCF: -76.02708513 Eh
E(B) dimer basis, SCF: -76.02971807 Eh
E(A) dimer basis, ALMO: -76.02665366 Eh
E dimer frozen: -152.05677884 Eh
E dimer ALMO Stoll: -152.05807746 Eh
E dimer ALMO Gianinetti: -152.05807746 Eh
E dimer ALMO L-BFGS: -152.05807746 Eh
E dimer full SCF: -152.06239185 Eh
iterations: Stoll 11, Gianinetti 11
slope at solution: in-block 8.2e-10 Eh, off-block 0.161944 Eh
sigma: min eigenvalue 0.919846, largest A-B singular value 0.080154
max |P_AB| = 0.021380
eps A stoll (Eh): -20.51938 -1.30752 -0.67090 -0.53968 -0.46560
eps A gianinetti (Eh): -20.51938 -1.30642 -0.66813 -0.53888 -0.46559
eps B stoll (Eh): -20.57642 -1.36302 -0.72339 -0.59729 -0.52422
eps B gianinetti (Eh): -20.57635 -1.36159 -0.72337 -0.59624 -0.52231
sum eps Stoll -47.287438 Eh, Gianinetti -47.278265 Eh, Tr PF -47.285144 Eh
Mulliken charge of A: ALMO 1.1e-14 e, SCF -0.043617 e
Loewdin charge of A: ALMO -0.033819 e, SCF -0.060805 e
frozen: -3.4715 mEh = -9.114 kJ/mol
polarisation: -1.2986 mEh = -3.410 kJ/mol
ALMO interaction: -4.7701 mEh = -12.524 kJ/mol
E_SCF-E_ALMO: -4.3144 mEh = -11.327 kJ/mol
BSSE (counterpoise): -3.4959 mEh = -9.178 kJ/mol
CT after counterpoise: -0.8185 mEh = -2.149 kJ/mol
SCF interaction: -9.0845 mEh = -23.851 kJ/mol
CP interaction: -5.5887 mEh = -14.673 kJ/mol
midpoint set: 5 H cc-pVDZ functions at x=1.93 A
midpoint: full SCF lowered by 2.8486 mEh
midpoint to none: ALMO lowered 0.0000 mEh, E_SCF-E_ALMO -7.1630 mEh
midpoint to A: ALMO lowered 0.5935 mEh, E_SCF-E_ALMO -6.5696 mEh
midpoint to B: ALMO lowered 4.2417 mEh, E_SCF-E_ALMO -2.9213 mEh
basis series (mEh): frz pol almo gap bsse ct scf cp
6-31g: -7.112 -1.498 -8.610 -3.130 -1.750 -1.380 -11.740 -9.990
cc-pvdz: -3.472 -1.299 -4.770 -4.314 -3.496 -0.819 -9.085 -5.589
aug-cc-pvdz: -2.042 -1.811 -3.853 -1.967 -0.406 -1.560 -5.820 -5.413
```
